# Step coverage of a reacting trench and its Thiele modulus, part 2

A precursor vapour enters a long trench of width $w$, depth $L$ and aspect ratio $a=L/w$, reacts on the sidewalls and bottom, and leaves a metal film. How even is the film? Depth $z$ runs from the mouth, $z=0$, to the bottom, $z=L$; a prime means $d/dz$. Balances are per unit length along the trench, in any consistent units.

The precursor density is $c(z)$, with $c_0$ at the mouth. A wall consumes $kc$ molecules per area and time (first-order reaction), and $D$ is the diffusion coefficient. For $kw/D\ll1$ the density is nearly uniform across the width, and

$$Dw\,c''=2kc ,\qquad -D\,c'(L)=kc(L).$$

The step coverage $S$ compares the early film at the bottom with that at the top of the sidewall, not with the flat field outside. With the Thiele modulus $\phi$,

$$\phi=L\sqrt{\frac{2k}{Dw}},\quad b=\frac{\phi}{2a},\quad S=\frac{c(L)}{c_0}=\frac1{\cosh\phi+b\sinh\phi}.$$

The whole profile is

$$\frac{c(z)}{c_0}=\frac{\cosh[\phi(1-z/L)]+b\sinh[\phi(1-z/L)]}{\cosh\phi+b\sinh\phi},$$

and the flux drawn through the mouth is

$$J=\frac{D\phi c_0}{L}\;\frac{\tanh\phi+b}{1+b\tanh\phi}.$$

An inert bottom would give $S=1/\cosh\phi$. The formula for $S$ was also checked against a two-dimensional solution of the diffusion problem, without averaging across the trench.

At low pressure the molecules hit walls far more often than each other. Their mean speed is $v=\sqrt{8k_BT/(\pi M)}$, for molecular mass $M$ and temperature $T$. A gas of density $n$ at equilibrium sends the flux $nv/4$ onto a wall. When the two directions are unequally populated, each is treated as half of a Maxwellian gas, and the actual density is the sum of the halves. If a molecule striking the wall reacts with sticking probability $s$, this gives

$$k=\frac v4\,\sigma,\qquad \sigma=\frac{s}{1-s/2}.$$

The open question is what diffuses, and what $D$ is, without collisions in the gas.

**A:** A molecule flies from wall to wall and leaves each wall in a random direction. Its depth then performs a random walk. To find the step, take the cosine law for emission, in which the flux per solid angle is proportional to the direction component normal to the wall. Let $\alpha$ be the angle to the long axis of the trench and $\psi$ the angle from the wall normal in the cross-section. The normal component is $\sin\alpha\cos\psi$ and the solid angle is $\sin\alpha\,d\alpha\,d\psi$. The product separates into $\sin^2\alpha\,d\alpha$ and $\cos\psi\,d\psi$, so $\psi$ has the normalized density $\frac12\cos\psi$ between $-\pi/2$ and $\pi/2$.

A flight across the slit changes the depth by $w\tan\psi$. With $u=\tan\psi$ and $\sin\psi=u/\sqrt{1+u^2}$, the density of $u$ is $\frac12(1+u^2)^{-3/2}$. The mean square of $u$, counting flights up to $X$ widths, is

$$\int_0^X\frac{u^2\,du}{(1+u^2)^{3/2}}=\operatorname{arsinh}X-\frac{X}{\sqrt{1+X^2}} .$$

Differentiating the right side gives $(1+X^2)^{-1/2}-(1+X^2)^{-3/2}$, which is the integrand at $X$.

The mean time per flight follows from counting. A piece of slit of unit wall area holds $cw$ molecules, and its two walls receive $2\times cv/4$ hits per time, so the time is $2w/v$. A random walk with mean square step $gw^2$ has

$$D=\frac{gw^2}{2(2w/v)}=\frac{g\,wv}{4}.$$

**Q:** But your mean square grows without limit as $X$ increases. Then $g$ is infinite and there is no diffusion coefficient.

**A:** In an infinite slit there is none. For large $X$ the expression behaves as $\ln(2X)-1$, because of rare flights nearly parallel to the walls. In a trench of finite depth such flights end at the mouth or at the bottom, so $g$ is finite but depends on $a$. The argument does not fix the cut-off, and I do not choose one by hand.

Instead I take $g$ from a problem without reaction: an open slit with inert walls and the same length $L$, gas on one side and vacuum on the other. Let $W$ be the fraction of entering molecules that come out at the far end, and $c_f$ the density in the chamber. Then $J=Wvc_f/4$.

At the entrance, half of a gas of density $c_f$ goes in and half of a gas of density $c_r$ comes back. Hence $c_0=(c_f+c_r)/2$ and $J=(v/4)(c_f-c_r)$. Eliminating $c_r=2c_0-c_f$ gives

$$J=\frac v2\,(c_f-c_0).$$

At the exit nothing enters from the vacuum, and the same argument gives $J=vc_e/2$ for the density $c_e$ there. In between, $J=D(c_0-c_e)/L$. Adding the three density drops,

$$c_f=J\left(\frac2v+\frac LD+\frac2v\right),\qquad \frac1W=\frac{vc_f}{4J}=1+\frac{vL}{4D}=1+\frac ag .$$

To compute $W$, the walls are divided into strips, and the flux onto each strip is balanced with what the mouth and all other strips send to it. For $a=10$ this gives $W=0.2406$, so

$$g=\frac{10}{1/0.2406-1}=3.17 .$$

For $a=20$ and $40$ the values are 3.64 and 4.17. The slow rise is in keeping with the long flights.

**Q:** Put the pieces together. Which properties of the molecule survive in $\phi$?

**A:** Insert $k=v\sigma/4$ and $D=gwv/4$:

$$\phi^2=\frac{2kL^2}{Dw}=\frac{2\sigma L^2}{g\,w^2}=\frac{2\sigma a^2}{g}.$$

The speed has cancelled. In this regime molecular mass and temperature affect $\phi$ through the sticking probability, and pressure does not appear as long as the reaction stays first order. If width and depth are scaled together at fixed $s$, $\phi$ is unchanged.

**Q:** Give me a case with numbers.

**A:** Take ruthenium deposited from the carbonyl Ru$_3$(CO)$_{12}$ at 450 K in a trench 20 nm wide and 200 nm deep, so $a=10$. I assume $s=0.01$, a precursor pressure of 0.3 mTorr and a total pressure of 0.1 Torr; these are rough values. Then $\sigma=0.01/0.995=0.01005$ and

$$\phi=\sqrt{\frac{2(0.01005)(100)}{3.168}}=0.797,\qquad b=\frac{0.797}{20}=0.0398 .$$

With $\cosh\phi=1.334$ and $\sinh\phi=0.884$,

$$S=\frac1{1.334+0.0398\times0.884}=0.73 .$$

The decay length $L/\phi$ is about 250 nm, somewhat more than the depth.

For $S=0.9$ at the same width and sticking probability, the depth would have to be about 100 nm (1000 Å), with $g$ recomputed for each depth. Alternatively, at 200 nm depth, $s$ would have to be about 0.003.

**Q:** One can also compare the bottom with the film on the flat field. Is that ratio also 0.73?

**A:** It is lower, because the trench depletes the gas at its own mouth. From $c_f=c_0+2J/v$ and the expression for $J$,

$$\frac{c_f}{c_0}=1+\frac{g\phi}{2a}\,\frac{\tanh\phi+b}{1+b\tanh\phi}=1+0.126\times0.684=1.086 ,$$

so $c_0/c_f=0.921$. The field grows in proportion to $s\,vc_f/4$ and the bottom in proportion to $kc(L)$. Since $k=(v/4)s/(1-s/2)$, the ratio is

$$\frac{0.730\times0.921}{0.995}=0.68 .$$

**Q:** You have used diffusion for flights that may be as long as the trench. Why should I believe 0.68?

**A:** The same ratio can be computed without diffusion. The strip balance is applied to the closed trench, with each wall returning the fraction $1-s$ of what it receives. It gives 0.685. Tracing $10^5$ individual particles agrees with this within the sampling error of about 0.001. The diffusion result, 0.676, is 1.4 % low relative to the strip balance.

For $a=20$, with $s$ lowered to 0.0029 so that $\phi$ is unchanged, the two results are 0.706 and 0.713. The value of $g$ came from slits without reaction, so it was not fitted to these numbers.

**Q:** Then the exponential loss at large $\phi$ should hold as well.

**A:** It does not. Keep $a=10$ and raise $s$ to 0.1: diffusion gives 0.10 for the bottom-to-field ratio, the ballistic calculation 0.17. At $s=1$ diffusion gives about $10^{-5}$ and the ballistic result is 0.050.

The second number can be derived. When every hit sticks, the bottom receives what flies straight in from the mouth. A bottom point at distance $x$ from one sidewall sees the mouth between two angles $\psi$. With the density $\frac12\cos\psi$, its share of the field flux is

$$\frac12\left[\frac{x}{\sqrt{L^2+x^2}}+\frac{w-x}{\sqrt{L^2+(w-x)^2}}\right].$$

Both terms have the same average over the width, so the mean is

$$\frac1w\int_0^w\frac{x\,dx}{\sqrt{L^2+x^2}}=\frac{\sqrt{L^2+w^2}-L}{w}=\sqrt{1+a^2}-a ,$$

which is 0.0499 for $a=10$ and close to $1/(2a)$ for deep trenches. Re-emitted molecules can add to this flux but not reduce it, so it is a floor for every $s$ in this model. For $a=10$ the diffusion formula is thus 1.4 % low at $\phi=0.8$ but about 40 % low at $\phi=2.6$, the value for $s=0.1$. A predicted coverage above the floor $1/(2a)$ does not by itself make it accurate.

**Q:** The trench also closes while you fill it. Surely 0.73 cannot describe the finished line.

**A:** It describes the start. Let $h(z)$ be the remaining gap. The diffusion coefficient is proportional to $h$, and so is the cross-section, so the balance becomes

$$\frac{d}{dz}\left(h^2\frac{dc}{dz}\right)=\frac{2\sigma}{g}\,c .$$

As $h$ shrinks, supply falls as $h^2$ while the demand of the sidewalls stays the same.

Suppose first that the initial profile persisted. When the mouth closes, the film there is $w/2$ thick and elsewhere $(w/2)c/c_0$. The gap left is $w(1-c/c_0)$, and its average gives a void of 18 % of the trench area. Following the narrowing step by step gives 43 %, and at the bottom 55 % of the width is still open.

This estimate holds $g$ and the depth fixed, and it ignores the film rising from the bottom. The mouth density sets only the clock, because the problem is linear, and it does not change the void. It shows the size of the effect, not a precise void. A coverage of 0.73 at the start is thus no promise of a small void.

**Q:** Is steady state safe while the shape changes, and is the gas really free of collisions?

**A:** The field growth rate is three Ru atoms per reacted molecule times the reacting flux, divided by the atomic density of the film. With a film density of 12.4 g/cm³ it comes to 4.8 nm/min. The sidewall at the mouth grows at $0.921/0.995$ of this, 4.4 nm/min, and the 10 nm needed for closure takes a little over two minutes at fixed mouth density. The diffusion time is

$$\frac{L^2}{D}=\frac{(2\times10^{-5}\ \text{cm})^2}{0.0193\ \text{cm}^2/\text{s}}\approx2\times10^{-8}\ \text{s},$$

so the density follows the initial shape without delay as far as flights go. This counts flight time only; time spent adsorbed on the wall between flights adds to it and must also stay short against the two minutes. For a collision diameter $d$ of roughly 0.8 nm and a total pressure $p$ of 0.1 Torr, the formula for like molecules, $k_BT/(\sqrt2\,\pi d^2p)$, gives a mean free path of about 160 µm, some 8000 trench widths. A heavy molecule in a lighter gas has a shorter path, but it remains far longer than the trench is wide.

**Q:** Each precursor molecule releases twelve CO molecules. They must get out through the same mouth.

**A:** In steady state the outward CO flux at every depth is twelve times the inward precursor flux, if decomposition is complete. With $c_{\rm CO}$ the density of CO, this reads $D_{\rm CO}c_{\rm CO}'=-12Dc'$. Integrating over the depth,

$$c_{\rm CO}(L)-c_{\rm CO}(0)=12\,\frac{D}{D_{\rm CO}}\,\bigl[c_0-c(L)\bigr].$$

For equal $g$, $D$ is proportional to $v$, and the ratio $D_{\rm CO}/D$ is $\sqrt{639.3/28.0}=4.78$. The excess of the bottom over the mouth is $12\times0.270/4.78=0.68$ of $c_0$, or 0.19 mTorr. The mouth itself lies above the chamber by a further $12\times0.086/4.78\approx0.2$ of $c_0$. Without gas collisions it does not push the precursor back. It could occupy reaction sites and lower $s$ near the bottom; how much depends on adsorption data that this model lacks, and on the CO already present. If the 0.1 Torr background gas is itself CO, the excess is only about 0.2 % of it.

**Q:** How near is all this to a real interconnect?

**A:** The width, depth and temperature are round values chosen for the example, not those of a particular process. Among trenches deeper than they are wide, a smaller aspect ratio at the same sticking probability gives a more even coat. Shallower trenches can reverse this: at $s=1$ the top of the sidewall receives half the field flux, so bottom over top is $2(\sqrt{1+a^2}-a)$, which exceeds 1 for $a<3/4$. The sticking probability is the weakest input: 0.01 is an order of magnitude, and the real value varies with temperature, surface and CO pressure. That uncertainty matters more than the 1.4 % error of the diffusion treatment. In the same trench, $s=0.003$ gives $S=0.9$, while $s=0.1$ lowers the bottom-to-field ratio to 0.17 in the ballistic calculation.

Real filling also breaks the assumption of fixed geometry, which in the estimate above raises the void from 18 % to 43 %. Tapered walls, delayed nucleation and rough films are left out and not sized here. Within straight walls, uniform small $s$ and first-order reaction, an even early film requires $2\sigma a^2/g$ well below 1. This does not ensure a fill without voids: the gap narrows as the film grows, and in this model the mouth closes before the trench below it is full. The remaining digits are in the numerical output.

## Numbers as computed

```
trench width: 20 nm
trench depth: 200 nm
aspect ratio a: 10
temperature: 450 K
sticking probability s: 0.01
precursor pressure: 0.3 mTorr
total pressure: 0.1 Torr
collision diameter: 0.8 nm
Ru film density: 12.4 g/cm3
precursor molar mass: 639.33 g/mol
mean speed v: 122.1 m/s
open-slit transmission W, a=10: 0.2406
g at a=10: 3.168
g at a=20: 3.638
g at a=40: 4.169
diffusivity D: 0.01934 cm2/s
wall rate constant k: 30.67 cm/s
transverse parameter k w/D: 0.003173
Thiele modulus phi: 0.7966
bottom term phi/(2a): 0.03983
step coverage S, formula: 0.7301
step coverage S, two-dimensional: 0.7302
1/cosh(phi): 0.7494
S at same phi, a=20, two-dimensional: 0.7397
S at phi=0.3, a=10: 0.9525
S at phi=1.0, a=10: 0.6243
S at phi=3.0, a=10: 0.08643
depth for S=0.9 at s=0.01: 100.2 nm
same depth: 1002 angstrom
sticking for S=0.9 at 200 nm: 0.003138
mouth density / chamber density: 0.9206
bottom/field, diffusion: 0.6755
bottom/field, ballistic: 0.6852
bottom/field, particle tracing: 0.6853
sticking at a=20 for same phi: 0.002882
bottom/field at a=20, diffusion: 0.7063
bottom/field at a=20, ballistic: 0.7126
bottom/field at s=0.1, diffusion: 0.1004
bottom/field at s=0.1, ballistic: 0.1688
bottom/field at s=1, diffusion: 1.214e-05
bottom/field at s=1, ballistic: 0.04988
field growth rate: 4.787 nm/min
mouth closing time: 135.5 s
diffusion time L^2/D: 2.069e-08 s
void area share, first profile kept: 0.1779
void area share, with narrowing: 0.4264
bottom gap / width at mouth closure: 0.5538
mean free path: 163.9 um
mean free path / width: 8194
CO excess at bottom / mouth precursor: 0.6778
CO excess pressure at bottom: 0.1872 mTorr
```
